# Why slight pigment absorption matters in thick white cooling paint

**Question.** A white paint for daytime radiative cooling scatters sunlight ten thousand times more strongly than it absorbs it. Why does a thick layer of it still take up a noticeable part of the sunlight, and how much?

**Answer.** Much of the light leaves a white layer soon after it enters. The rest wanders, and a small part of it wanders very far before it finds the surface again. That part has many opportunities to be absorbed, and it turns a weak absorption coefficient into a much larger absorptance. The two-flux model of Kubelka and Munk makes this quantitative.

## The two rates

Let $x$ be the depth below the paint surface, $i(x)$ the diffuse flux going down and $j(x)$ the diffuse flux going up. Per unit depth, each flux loses a fraction $K$ to absorption and a fraction $S$ to scattering into the opposite flux:

$$\frac{di}{dx}=-(K+S)\,i+S\,j,\qquad \frac{dj}{dx}=(K+S)\,j-S\,i .$$

The signs in the second equation are reversed because $j$ travels towards smaller $x$. The layer is taken as homogeneous and, for now, without reflection at its front surface.

These rates belong to diffuse flux, not to a single ray. If the radiance $I$ is the same in all directions of a hemisphere, the flux is $\pi I$, while the power absorbed per unit depth is $2\pi\mu_a I$, with $\mu_a$ the ordinary absorption coefficient. Hence $K=2\mu_a$.

For $S$, consider the lossless case. The net flux $F=i-j$ is constant, and adding the two equations gives $d(i+j)/dx=-2SF$. Diffusion theory says $F=-(3\mu_s')^{-1}\,d\phi/dx$, where $\mu_s'$ is the reduced scattering coefficient and $\phi$ the radiance integrated over all directions. For nearly isotropic light $\phi=4\pi I=2(i+j)$, so $F=4SF/(3\mu_s')$ and $S=\tfrac34\mu_s'$. The ratio of ten thousand in the question is meant as $S/K$. In terms of the ordinary coefficients it corresponds to $\mu_s'/\mu_a=\tfrac83\,S/K\approx27\,000$.

## Why the absorptance is a square root

Put a thin sheet of paint, of thickness $dx$, on top of a layer with reflectance $R$. To first order in $dx$, unit incident flux returns in three ways:

- The sheet itself reflects $S\,dx$.
- Light crosses the sheet, is reflected below and crosses again, which gives $R\,[1-2(K+S)\,dx]$.
- Light reflected below is sent down once by the sheet and reflected below again, which gives $R^2S\,dx$.

The sum, minus the old $R$, is

$$\frac{dR}{dL}=S-2(K+S)R+SR^2=S(1-R)^2-2KR .$$

The two terms carry the mechanism. More scattering can only improve the reflectance in proportion to the square of what is still missing, $(1-R)^2$. Absorption acts on nearly the whole flux, at first order. As $R$ approaches one, the gain fades and the loss does not.

In a very thick layer another sheet changes nothing. Nothing is transmitted either, so the absorptance is $A=1-R$. With $y=K/S$ the balance reads

$$A^2=2y(1-A)\quad\Longrightarrow\quad A^2+2yA-2y=0 .$$

The positive root is

$$A=\sqrt{y^2+2y}-y .$$

For $y\ll1$ this becomes $A\approx\sqrt{2K/S}$. The next term is $-y$, so the square root alone is too large by a relative amount of about $\sqrt{y/2}$.

At $K/S=10^{-4}$ the formula gives

$$A=\sqrt{10^{-8}+2\times10^{-4}}-10^{-4}=0.01404,$$

or 1.40 percent, against 1.41 percent from the square root alone. This is 140 times $K/S$, which is the absorption over one length $1/S$. At $K/S=10^{-2}$ the two expressions have moved apart, to 13.2 and 14.1 percent.

The sensitivity follows from the logarithm of the balance, $2\ln A=\ln 2y+\ln(1-A)$. Differentiation gives

$$\left(2+\frac{A}{1-A}\right)d\ln A=d\ln y,\qquad \frac{d\ln A}{d\ln y}=\frac{1-A}{2-A}.$$

In the example this exponent is 0.4965. To halve the absorptance of a thick layer at fixed $S$, one must therefore reduce $K$ about fourfold. The other side of this weak dependence is that the last traces of absorption are costly: at $K/S=10^{-6}$ the layer still absorbs 0.14 percent.

## The long walks that do the absorbing

The same result can be read as a statement about path lengths. Let $s$ be the total vertical distance, up and down, that a portion of light travels before it leaves. Absorption weakens it by $e^{-Ks}$. If $p(s)$ is the distribution of $s$ in the lossless thick layer, then

$$R(K)=\int_0^\infty p(s)\,e^{-Ks}\,ds .$$

The distribution that satisfies this is

$$p(s)=\frac{e^{-Ss}I_1(Ss)}{s},$$

where $I_0$ and $I_1$ are modified Bessel functions. To verify it, use

$$\frac{I_1(z)}{z}=\frac1\pi\int_0^\pi e^{z\cos\theta}\sin^2\theta\,d\theta$$

and integrate over $s$ first. With $a=1+y$ this leaves

$$R=\frac1\pi\int_0^\pi\frac{\sin^2\theta}{a-\cos\theta}\,d\theta
=\frac1\pi\int_0^\pi\left[a+\cos\theta-\frac{a^2-1}{a-\cos\theta}\right]d\theta .$$

Since $\int_0^\pi d\theta/(a-\cos\theta)=\pi/\sqrt{a^2-1}$, the result is $R=a-\sqrt{a^2-1}$. This is $1-A$, because $a^2-1=y^2+2y$.

The fraction of light with a path longer than $s$ is

$$P(s)=e^{-Ss}\,[I_0(Ss)+I_1(Ss)] .$$

Indeed $P(0)=1$, and the rules $I_0'=I_1$ and $I_1'(z)=I_0-I_1/z$ give $dP/ds=-p$. For large $Ss$ both Bessel functions approach $e^{Ss}/\sqrt{2\pi Ss}$, so

$$P(s)\approx\sqrt{\frac{2}{\pi Ss}} .$$

This tail falls so slowly that the mean path, $\int_0^\infty P\,ds$, is infinite. A linear law $A=K\times(\text{mean path})$ is therefore impossible in the thick layer. Integration by parts shows what replaces it:

$$A=\int_0^\infty p\,(1-e^{-Ks})\,ds=K\int_0^\infty P(s)\,e^{-Ks}\,ds .$$

For small $K$ the integral is dominated by long paths, where the tail may be inserted:

$$A\approx K\sqrt{\frac{2}{\pi S}}\int_0^\infty\frac{e^{-Ks}}{\sqrt s}\,ds
=K\sqrt{\frac{2}{\pi S}}\sqrt{\frac{\pi}{K}}=\sqrt{\frac{2K}{S}} .$$

The square root, with its prefactor, comes from the tail.

Take $S=0.2\ \mu\mathrm{m}^{-1}$ and $K=2\times10^{-5}\ \mu\mathrm{m}^{-1}$, so that $K/S=10^{-4}$. Without absorption, half of the light leaves after a vertical path of less than about 11 µm. Only 8.0 percent travels more than $100/S=500$ µm, yet numerical integration of $p(s)(1-e^{-Ks})$ assigns 95 percent of the absorption to this minority.

A direct simulation of 200,000 walks shows the same behaviour. Each walk consisted of exponentially distributed flights of mean length $1/S$, with a reversal after each flight. The simulated absorptance was $1.394\pm0.020$ percent, where the uncertainty is one standard error.

With absorption present, the longest walks are removed and the mean path of the reflected light becomes finite. Writing $b=\sqrt{y^2+2y}$, so that $R=a-b$, one finds $dR/dy=1-a/b=-R/b$. The mean path is

$$-\frac{d\ln R}{dK}=\frac{1}{bS}=\frac{1}{\sqrt{K(K+2S)}} ,$$

which is 354 µm here.

## How thick is thick?

Consider now a layer of thickness $L$ on a black backing, so that $j(L)=0$. In terms of $a$ the flux equations are $i'=-S(ai-j)$ and $j'=S(aj-i)$. Differentiating the second and inserting both gives

$$j''=S^2\,[a(aj-i)+ai-j]=S^2(a^2-1)\,j=b^2S^2j .$$

The solution that vanishes at the back is $j=C\sinh[bS(L-x)]$, with $C$ a constant. The equation for $j'$ then yields

$$i=aj-\frac{j'}{S}=C\{a\sinh[bS(L-x)]+b\cosh[bS(L-x)]\}.$$

With $X=bSL$, the reflectance $j(0)/i(0)$ and the transmittance $i(L)/i(0)$ are

$$R=\frac{\sinh X}{a\sinh X+b\cosh X},\qquad T=\frac{b}{a\sinh X+b\cosh X}.$$

The fluxes decay over the depth $1/(bS)$, the same 354 µm as the mean path. "Thick" therefore means $L\gg1/(bS)$, and this length grows as the paint becomes purer.

The absorptance of the layer is

$$A_L=1-R-T=\frac{(a-1)\sinh X+b(\cosh X-1)}{a\sinh X+b\cosh X}.$$

For weak absorption set $a\approx1$ in the denominator and $a-1\approx b^2/2$ in the numerator. With $\sigma=\sinh(X/2)$ and $c=\cosh(X/2)$,

$$A_L\approx\frac{2b\sigma\,(\sigma+bc/2)}{2c\,(\sigma+bc/2)+b\sigma^2}\approx b\tanh\frac X2 .$$

The dropped term $b\sigma^2$ changes the result by a relative amount of order $b$ at most. For $X\gg1$ the thick limit $A\approx b$ returns. For $X\ll1$,

$$A_L\approx\frac{bX}{2}=\frac{b^2SL}{2}\approx KL ,$$

which is linear in $K$ and independent of $S$. The lossless fluxes show why. They are $j=S(L-x)/(1+SL)$ and $i=j+1/(1+SL)$, and the integral of $i+j$ over the layer is $L$ for every $S$. Stronger scattering turns more light back early but holds the rest for longer, and the two effects cancel.

For the example paint on a black backing:

- At 100 µm, 4.89 percent is not reflected: 0.20 percent is absorbed in the paint and 4.69 percent reaches the backing.
- At 400 µm, 1.72 percent is not reflected: 0.72 percent is absorbed and 1.00 percent reaches the backing.
- At 2000 µm, 1.40 percent is not reflected, and nearly all of it is absorbed in the paint.

A 400 µm coat is thus not yet thick in the sense of the square-root law. Here $X=400/353.5=1.13$, and the paint's own absorption is closer to $KL=0.80$ percent than to 1.40 percent. On a dark roof the transmitted light also becomes heat, so the total solar uptake is already above the thick-layer value. On such a backing, additional paint removes the transmitted part, but it cannot bring the total below 1.40 percent. Only a backing that reflects better than the thick paint itself allows a thinner coat to lose less.

## A smooth surface can more than double the loss

If binder of refractive index $n$ fills the paint and ends in a smooth surface, some of the returning light is reflected back inside. The index that counts is that of the medium in which the light is scattered, so a smooth film laid on a porous paint of lower index has a smaller effect. Let $r_e$ and $r_i$ be the surface reflectances for diffuse light from outside and from inside. A fraction $1-r_e$ enters, and each round trip multiplies the flux by $r_iR$. For a thick layer the absorbed fraction is

$$A_s=(1-r_e)\,A\sum_{m=0}^\infty(r_iR)^m=\frac{(1-r_e)\,A}{1-r_i(1-A)} .$$

The two reflectances are linked. In thermal equilibrium the radiance inside is $n^2$ times that outside, and the fluxes crossing the surface must balance, so $1-r_e=n^2(1-r_i)$. For $A\to0$ this gives $A_s\to n^2A$.

With $n=1.5$, integrating the Fresnel reflectance over angle gives $r_e=0.092$ and $r_i=0.596$. At unchanged $K$ and $S$, the thick absorptance rises from 1.40 to 3.1 percent, a factor of 2.20. This lies slightly below $n^2=2.25$ because $A$ is not negligible beside $1-r_i$ in the denominator. The 400 µm coat on an index-matched black backing then fails to reflect 3.8 percent. These numbers isolate the effect of the surface. Replacing the air in a porous paint by binder also lowers the index contrast of the particles, and with it $S$, which raises the loss further. This change can be large. For spheres of index 1.64 and radius 0.2 to 0.4 µm filling 60 percent of the volume, an independent-scattering estimate at 0.55 µm gives $S$ of 1 to 2 µm⁻¹ in air but only about 0.05 µm⁻¹ in a binder of index 1.5. Keeping $S=0.2\ \mu\mathrm{m}^{-1}$ in a fully filled paint therefore needs a pigment of higher index.

## What this costs a cooling surface

Let the paint be at the air temperature of 300 K, and let the atmosphere be black at that temperature except between 8 and 13 µm. Outside this window, emission and absorption cancel. Inside it, the partly absorbing air is taken to radiate at 300 K as well, so only the transmitted fraction of the paint's emission is a net loss. A blackbody emits 148 W/m² in the window. For a rough zenith transmittance $t=0.80$, the average over the hemisphere is $2\int_0^1 t^{1/\mu}\mu\,d\mu=0.678$, where $\mu$ is the cosine of the zenith angle. With emissivity 0.95 the cooling power without sun is

$$0.95\times148.0\times0.678=95.3\ \mathrm{W/m^2}.$$

Full sun is taken as 1000 W/m², with $K/S$ the same at all solar wavelengths and the light treated as diffuse. The thick layer without surface reflection then absorbs 14 W/m², or 15 percent of the cooling power. With the smooth surface it absorbs 31 W/m², or about 32 percent. This is why a tiny $K$ matters: the absorbed fraction of sunlight is small, but the cooling power is itself only about a tenth of the sunlight. Its value depends on the sky: the same estimate gives 61 W/m² for $t=0.60$ and 116 W/m² for $t=0.90$.

The cooling vanishes when $A=95.3/1000$. Without surface reflection, the balance equation gives

$$\frac KS=\frac{A^2}{2(1-A)}=0.0050 ,$$

which is still a strongly scattering white material.

The purity required of the pigment is correspondingly high. If all absorption sits in pigment filling a fraction $f=0.6$ of the volume, a simple volume average gives its extinction index (the imaginary part of the refractive index) at the wavelength $\lambda=0.55$ µm:

$$\kappa=\frac{\mu_a\lambda}{4\pi f}=\frac{10^{-5}\times0.55}{4\pi\times0.6}=7.3\times10^{-7}.$$

This is an order of magnitude only, because the field inside a particle differs from the average field. Isolated spheres of index 1.64 in air, with radii of 0.2 to 0.4 µm, absorb about two to nearly three times as much as the volume average says at this wavelength; the factor is somewhat larger in the blue and smaller in the near infrared. In a densely packed paint the average index around each particle is closer to its own, and the factor should be smaller.

## The model beside a real paint

The example uses round values in the rough regime of thick barium sulfate cooling paints, which are a few hundred micrometres thick and reflect roughly 98 percent of sunlight. One assumption that such paints break is that of constant $K$ and $S$. Scattering usually weakens in the near infrared. At a wavelength where $S$ has fallen to a quarter, with $K$ unchanged and a thickness of 400 µm, the unreflected part of that light on a black backing rises from 1.7 to 5.3 percent in the model without surface reflection.

Absorption also varies over the spectrum. At fixed $S$, $A$ is a concave function of $K$, because $d^2A/dK^2=-\int s^2p\,e^{-Ks}ds<0$. Uneven absorption therefore takes up less than the same average spread evenly. If all of it falls in one tenth of the sunlight, with $K/S=10^{-3}$ there, the thick layer absorbs 0.44 percent instead of 1.40. This does not excuse a strong absorption band: titanium dioxide absorbs strongly in the near ultraviolet, where its $K/S$ is far from small.

Direct sunlight is not diffuse either. The radiative transfer equation for isotropic scattering, solved by discrete ordinates, gives 1.40 percent for diffuse light on the thick layer, in agreement with the two-flux result. For a nearly perpendicular beam it gives 1.76 percent, about a quarter more. In these examples the smooth surface shifts the result more than the change from diffuse light to a perpendicular beam does.
